# The 1/n Exact-Exchange Mixing and the One Quarter of PBE0

## Result

Let $E_x$ be the exact exchange energy of the Kohn-Sham determinant, and let the label DFA (density-functional approximation) mark a semilocal functional such as PBE. The Perdew-Ernzerhof-Burke model assumes that the exchange-correlation integrand at coupling strength $\lambda$ is

$$W_\lambda = W_\lambda^{\rm DFA} + (E_x-E_x^{\rm DFA})(1-\lambda)^{n-1},\qquad n=1,2,3,\dots \tag{1}$$

Integration over $\lambda$ from 0 to 1 then gives the global hybrid

$$E_{xc}=E_{xc}^{\rm DFA}+a\,(E_x-E_x^{\rm DFA}),\qquad a=\frac1n . \tag{2}$$

The step from (1) to (2) is exact. The choice $n=4$ is not derived from it: it rests on the empirical judgement that fourth-order perturbation theory is adequate for the atomization energies of typical molecules. With PBE as the semilocal functional, $n=4$ gives PBE0.

Hartree atomic units are used, except for a lattice model whose unit is its hopping energy $t$.

## The adiabatic connection

Fix the ground-state density $\rho$ of $N$ electrons; for open shells, $\rho$ stands for both spin densities. Let $T$ be the kinetic energy operator and $V_{ee}$ the electron repulsion. Define

$$F_\lambda[\rho]=\min_{\Psi\to\rho}\langle\Psi|T+\lambda V_{ee}|\Psi\rangle ,$$

where the search runs over antisymmetric wavefunctions with density $\rho$. Call the minimizer $\Psi_\lambda$ and write $V_\lambda=\langle\Psi_\lambda|V_{ee}|\Psi_\lambda\rangle$.

The derivative of $F_\lambda$ follows from the minimum property. For $\mu>\lambda$, $\Psi_\lambda$ is a trial state at coupling $\mu$, and $\Psi_\mu$ is one at coupling $\lambda$:

$$F_\mu\le F_\lambda+(\mu-\lambda)V_\lambda,\qquad F_\lambda\le F_\mu-(\mu-\lambda)V_\mu .$$

Together these give

$$V_\mu\le\frac{F_\mu-F_\lambda}{\mu-\lambda}\le V_\lambda .$$

If $V_\lambda$ is continuous, the limit $\mu\to\lambda$ yields $dF_\lambda/d\lambda=V_\lambda$. The inequality also shows that $V_\lambda$ cannot rise with $\lambda$: stronger repulsion keeps the electrons further apart.

At $\lambda=0$, $F_0=T_s$, the noninteracting kinetic energy. At $\lambda=1$, $F_1=T_s+E_H+E_{xc}$, where $E_H$ is the Hartree energy; this defines $E_{xc}$. Since $E_H$ depends on the fixed density alone,

$$E_{xc}=F_1-F_0-E_H=\int_0^1 W_\lambda\,d\lambda,\qquad W_\lambda=V_\lambda-E_H . \tag{3}$$

If $\Psi_0$ is a single Kohn-Sham determinant, $V_0=E_H+E_x$ and therefore $W_0=E_x$. This end of the curve can be computed from the orbitals.

## The integrand of a semilocal functional

A semilocal functional is normally given at $\lambda=1$. Coordinate scaling supplies its value at other couplings. Define $\rho_\gamma(\mathbf r)=\gamma^3\rho(\gamma\mathbf r)$, and write any $\Psi$ with density $\rho$ as

$$\Psi(\mathbf r_1,\dots,\mathbf r_N)=\lambda^{3N/2}X(\lambda\mathbf r_1,\dots,\lambda\mathbf r_N).$$

Then $X$ is normalized and has density $\lambda^{-3}\rho(\mathbf r/\lambda)=\rho_{1/\lambda}(\mathbf r)$. Two derivatives give the kinetic energy a factor $\lambda^2$, and the inverse distance gives the repulsion a factor $\lambda$. Hence

$$\langle\Psi|T+\lambda V_{ee}|\Psi\rangle=\lambda^2\langle X|T+V_{ee}|X\rangle .$$

Minimizing both sides gives

$$F_\lambda[\rho]=\lambda^2F_1[\rho_{1/\lambda}] . \tag{4}$$

The same argument without repulsion gives $T_s[\rho]=\lambda^2T_s[\rho_{1/\lambda}]$ and shows that the Kohn-Sham determinants are related by the same scaling. Their repulsion energies therefore obey $(E_H+E_x)[\rho]=\lambda(E_H+E_x)[\rho_{1/\lambda}]$. Define the correlation energy at coupling $\lambda$ by

$$E_c^\lambda[\rho]=F_\lambda[\rho]-T_s[\rho]-\lambda(E_H+E_x)[\rho].$$

Each term on the right is $\lambda^2$ times its full-coupling counterpart at $\rho_{1/\lambda}$, so

$$E_c^\lambda[\rho]=\lambda^2E_c[\rho_{1/\lambda}] .$$

Differentiating the definition of $E_c^\lambda$ and using $dF_\lambda/d\lambda=V_\lambda$ gives $W_\lambda=E_x+dE_c^\lambda/d\lambda$. The semilocal integrand is defined by the same rule:

$$W_\lambda^{\rm DFA}=E_x^{\rm DFA}+\frac{d}{d\lambda}\left\{\lambda^2E_c^{\rm DFA}[\rho_{1/\lambda}]\right\}. \tag{5}$$

Assume that the expression in braces and its slope vanish as $\lambda\to0$. Then $W_0^{\rm DFA}=E_x^{\rm DFA}$, and the integral of (5) is $E_x^{\rm DFA}+E_c^{\rm DFA}=E_{xc}^{\rm DFA}$. For PBE this integral was tested numerically on the sodium atom and dimer.

Relation (4) was tested on two interacting electrons in a harmonic well $\tfrac12\omega^2r^2$. Take $\rho$ as the ground-state density at $\lambda=0.5$ and $\omega=0.25$. Then $\rho_{1/\lambda}$ is the ground-state density at full coupling and $\omega=0.25/\lambda^2=1$, and both sides of (4) are 0.50823 hartree.

## Why the difference is given the form $(1-\lambda)^{n-1}$

Let $D(\lambda)=W_\lambda-W_\lambda^{\rm DFA}$ be the correction that the semilocal curve needs. Its value at $\lambda=0$ is known:

$$D(0)=E_x-E_x^{\rm DFA}.$$

At the other end, the model places its trust in the semilocal functional. In a molecule the exchange hole can spread over several atoms, which a functional of the local density and its gradient cannot see. Correlation tends to make the hole deeper near the electron and more local, which is expected to favour a semilocal description. This is a physical motivation, not a theorem, and the model turns it into a strict condition at $\lambda=1$. The exact $D(1)$ does not vanish in general. For the hydrogen atom with PBE on the exact density, $D(0)=-0.0066$ and $D(1)=+0.0048$ hartree, and for the binding energy of H$_2$ at 1.4 bohr the correction is larger in magnitude at $\lambda=1$ than at $\lambda=0$.

The model assumes that

1. $D$ is a polynomial of degree at most $n-1$;
2. $D$ has a zero of order at least $n-1$ at $\lambda=1$, which means that $D$ and its first $n-2$ derivatives vanish there.

For $n=1$ the second item imposes nothing. For $n=2$ it requires only $D(1)=0$.

These assumptions fix $D$. By the second, $D$ is divisible by $(1-\lambda)^{n-1}$. By the first, the remaining factor has degree zero, so it is a constant $C$. Setting $\lambda=0$ gives $C=D(0)$, and

$$D(\lambda)=D(0)(1-\lambda)^{n-1},$$

which is model (1). Its initial slope is $D'(0)=-(n-1)D(0)$. A larger $n$ therefore makes the exchange correction fade faster as the interaction is turned on.

## The integration

Insert (1) into (3):

$$E_{xc}=\int_0^1W_\lambda^{\rm DFA}d\lambda+(E_x-E_x^{\rm DFA})\int_0^1(1-\lambda)^{n-1}d\lambda .$$

The first integral is $E_{xc}^{\rm DFA}$. In the second, put $u=1-\lambda$, so that $d\lambda=-du$ and the limits become 1 and 0. The minus sign reverses the limits:

$$\int_0^1(1-\lambda)^{n-1}d\lambda=\int_0^1u^{n-1}du=\frac1n .$$

This proves (2). Separating exchange and correlation gives

$$E_{xc}=\frac1nE_x+\left(1-\frac1n\right)E_x^{\rm DFA}+E_c^{\rm DFA}. \tag{6}$$

Exchange is mixed, while semilocal correlation keeps its full weight.

For $n=1$, the correction does not depend on $\lambda$, and (6) is exact exchange plus semilocal correlation. For $n=2$, it falls linearly and half of the exchange is exact. For $n\to\infty$, it survives only in a shrinking region near $\lambda=0$, and the semilocal functional returns.

## What perturbation order has to do with $n$

Görling-Levy perturbation theory expands in $\lambda$ while the density is held fixed. Where the expansion exists,

$$E_c^\lambda=\sum_{k\ge2}E_k\lambda^k .$$

It starts at $k=2$ because $F_0=T_s$ and the slope of $F_\lambda$ at $\lambda=0$ is $E_H+E_x$; both terms were subtracted in the definition of $E_c^\lambda$. Differentiation gives

$$W_\lambda=E_x+\sum_{k\ge2}kE_k\lambda^{k-1}. \tag{7}$$

Keeping the energy through order $n$ therefore gives an integrand of degree $n-1$. This is the link to the exponent in (1): $n$ is read as the lowest order that describes the shape of $W_\lambda$ realistically between 0 and 1. The link is an interpretation. The semilocal curve need not be a polynomial, and (7) does not require $D$ to vanish at $\lambda=1$.

A small model shows the counting at truly fixed density. Take two electrons in a singlet on a ring of three equivalent sites, with hopping energy $t$ and on-site repulsion $U=3t$. Symmetry keeps $2/3$ of an electron on each site at every $\lambda$. Without correlation, both electrons are on a given site with probability $1/9$, so $V_0=3\times U/9=1\,t$. The computed coefficients are $E_2=-0.333333\,t$, $E_3=0.055556\,t$ and $E_4=0.009259\,t$. At $\lambda=1$ the successive truncations are

$$\begin{aligned}
\text{order 2:}&\quad 1-2(0.333333)=0.3333\,t,\\
\text{order 3:}&\quad 0.3333+3(0.055556)=0.5000\,t,\\
\text{order 4:}&\quad 0.5000+4(0.009259)=0.5370\,t,
\end{aligned}$$

while the exact value is $V_1=0.5066\,t$. At this end point, third order is closer than fourth. One more order thus need not improve the integrand at a given $\lambda$.

## The fourth-order argument

The argument for PBE0 has three parts.

1. The target is the atomization energy of typical molecules. Experience with Møller-Plesset theory is that fourth order (MP4) usually describes it well enough, while lower orders are less dependable.
2. This order is carried over to the Görling-Levy expansion, and from the energy to the shape of the integrand.
3. Hence $n=4$, the correction in (1) is cubic, and $a=1/4$.

With PBE as the semilocal functional,

$$E_{xc}^{\rm PBE0}=\frac14E_x+\frac34E_x^{\rm PBE}+E_c^{\rm PBE}. \tag{8}$$

The first part is an empirical judgement, and the second is an analogy. Møller-Plesset theory starts from the Hartree-Fock Hamiltonian and does not hold the density fixed as the perturbation grows. The quarter is therefore not a fit of $a$ to a set of energies, but neither is it a consequence of the adiabatic connection alone.

## Worked example: the sodium dimer

Take Na$_2$ at a chosen bond length of 5.8 bohr in the def2-TZVP basis. All density-functional energies are evaluated with PBE orbitals, so the hybrid values are not self-consistent. For any quantity $X$, define its contribution to the binding energy as $\Delta X=2X({\rm Na})-X({\rm Na}_2)$; a positive total energy difference means a bound molecule.

The exchange corrections at $\lambda=0$ are

$$\begin{aligned}
D_{\rm Na}(0)&=-13.972714+13.914038=-0.058676\ \text{hartree},\\
D_{{\rm Na}_2}(0)&=-27.932829+27.828527=-0.104302\ \text{hartree}.
\end{aligned}$$

Exact exchange is lower than PBE exchange in both systems, but the lowering per atom is larger in the free atom. It therefore weakens the bond:

$$\Delta D(0)=2(-0.058676)+0.104302=-0.013050\ \text{hartree}.$$

At fixed orbitals, all other energy terms are the same in PBE and in the hybrid. The PBE binding energy is 0.028419 hartree, so for $n=4$

$$\Delta E=0.028419-\frac{0.013050}{4}=0.02516\ \text{hartree}=0.68\ \text{eV}.$$

A direct PBE0 evaluation with the same orbitals gives the same value. The other choices of $n$ give:

| $n$ | $a$ | Binding energy (hartree) |
|---|---|---|
| 1 | 1 | 0.01537 |
| 2 | 1/2 | 0.02189 |
| 3 | 1/3 | 0.02407 |
| 4 | 1/4 | 0.02516 |
| 5 | 1/5 | 0.02581 |

These digits belong to the def2-TZVP basis and are not converged. In def2-QZVP the PBE and hybrid binding energies are all about 0.0004 hartree smaller (0.02476 hartree, or 0.67 eV, for $n=4$), $\Delta D(0)$ is $-0.01312$ hartree, $D_{\rm Na}(0)$ and $D_{{\rm Na}_2}(0)$ are $-0.0556$ and $-0.0981$ hartree, and the exact exchange energy of the atom moves by 0.011 hartree.

The integrand shows where the correction acts. At $\lambda=0.25$ the cubic factor is $0.75^3=0.4219$, and the binding contribution falls from 0.01308 to 0.00757 hartree. At $\lambda=0.75$ the factor is $0.25^3=0.0156$, and the change is only from 0.02559 to 0.02539 hartree. At $\lambda=1$ there is no change.

The integral was also tested in absolute energies. For the atom, the PBE exchange-correlation energy is $-13.914038-0.370619=-14.284657$ hartree. Adding $-0.058676/4=-0.014669$ gives $-14.299326$ hartree. Numerical integration of model (1) and the direct PBE0 evaluation both give this value.

### How good is fourth order for this bond?

Freeze the core orbitals and correlate the two valence electrons of the dimer. The separate atom has one valence electron and hence no valence correlation energy in this treatment. In the same basis, the binding energies are:

| Method | Binding energy (hartree) | Share of pair correlation energy |
|---|---|---|
| Hartree-Fock | −0.00091 | 0 % |
| MP2 | 0.01671 | 66.5 % |
| MP3 | 0.02180 | 85.8 % |
| MP4 | 0.02392 | 93.8 % |
| Full diagonalization | 0.02556 | 100 % |

The Hartree-Fock calculation of the dimer is restricted: both valence electrons share one spatial orbital. At this geometry it places the molecule slightly above the separate atoms, which are treated as spin-unrestricted; a restricted open-shell atom changes every entry by only $+0.00008$ hartree. The entries depend on the basis: in def2-QZVP they are −0.00103, 0.01818 (70.5 %), 0.02247 (86.2 %), 0.02451 (93.8 %) and 0.02622 hartree. Fourth order recovers most of the correlation energy, but its binding energy is still 0.00165 hartree too small, about 6 % of the full value. For this bond, fourth order is a reasonable description rather than a converged one.

The full result, 0.70 eV, is close to the hybrid value of 0.68 eV; in def2-QZVP the two move apart to 0.71 and 0.67 eV. This does not validate $n=4$: one calculation omits core correlation, the other uses an approximate functional with PBE orbitals, and one molecule cannot establish a general rule.

## Where a fixed quarter fails

If the exact difference $D(\lambda)$ were known and $D(0)\ne0$, the mixing that reproduces $E_{xc}$ would be

$$a_{\rm eff}=\frac{1}{D(0)}\int_0^1D(\lambda)\,d\lambda .$$

This number depends on the system and on the semilocal functional. It also depends on the property. For the binding energy of a dimer M made of two atoms A,

$$a_{\rm bind}=\frac{2a_{\rm A}D_{\rm A}(0)-a_{\rm M}D_{\rm M}(0)}{2D_{\rm A}(0)-D_{\rm M}(0)} .$$

With the sodium values, this is $a_{\rm bind}\approx9.0\,a_{\rm A}-8.0\,a_{\rm M}$ (the coefficients are 8.5 and 7.5 in def2-QZVP). A change of 0.01 in $a_{\rm A}$ alone shifts $a_{\rm bind}$ by 0.09. A mixing that suits total energies therefore need not suit energy differences. The argument for $n=4$ concerns atomization energies only.

**One electron.** Here $V_{ee}$ has no effect, so the exact result is $E_{xc}=E_x=-E_H$. Subtracting it from (6) leaves the error

$$\left(1-\frac1n\right)(E_x^{\rm DFA}-E_x)+E_c^{\rm DFA}.$$

With $n=4$, three quarters of the semilocal exchange error remain, together with any spurious correlation energy. The two terms can have opposite signs, so the mixing need not reduce the total error. For the hydrogen atom with PBE, the exchange error is $+0.0066$ and the correlation energy $-0.0060$ hartree; the total error is $+0.0006$ hartree for PBE and $-0.0011$ hartree for $n=4$.

**Small gaps.** Second-order perturbation theory contains squared matrix elements divided by excitation energies of the noninteracting system. If an excitation energy approaches zero while its matrix element stays finite, as when a covalent bond is stretched, $|E_2|$ grows without bound. The exact integrand then drops steeply near $\lambda=0$, and a low-order polynomial no longer describes it. The premise behind $n=4$ is lost, and with it the reason for the quarter.

## Numbers as computed

```
Mixing a from solved polynomials, n=1..6: 1, 1/2, 1/3, 1/4, 1/5, 1/6
Ring: repulsion U = 3.0 t
Ring: integral of <Vee> over lam = 0.725083 t
Ring: energy change by diagonalization = 0.725083 t
Ring: energy coefficient of order 2 = -0.333333 t
Ring: energy coefficient of order 3 = 0.055556 t
Ring: energy coefficient of order 4 = 0.009259 t
Ring: exact <Vee> at lam=1 = 0.506601 t
Ring: <Vee> at lam=1 through energy order 2 = 0.333333 t
Ring: <Vee> at lam=1 through energy order 3 = 0.500000 t
Ring: <Vee> at lam=1 through energy order 4 = 0.537037 t
Well: <T+lam*Vee> at lam=0.5 = 0.50823 hartree
Well: lam^2 * scaled full-coupling value = 0.50823 hartree
Na: exact exchange = -13.972714 hartree
Na: PBE exchange = -13.914038 hartree
Na: PBE correlation = -0.370619 hartree
Na: integrated n=4 model Exc = -14.299326 hartree
Na: library PBE0 Exc = -14.299326 hartree
Na: mixing implied by library PBE0 = 0.250000
Na2: exact exchange = -27.932829 hartree
Na2: PBE exchange = -27.828527 hartree
Na2: PBE correlation = -0.759601 hartree
Na2: integrated n=4 model Exc = -28.614204 hartree
Na2: library PBE0 Exc = -28.614204 hartree
Na2: mixing implied by library PBE0 = 0.250000
Na2 bond length = 5.8 bohr
Binding, PBE = 0.028419 hartree
Binding, exact minus PBE exchange = -0.013050 hartree
Binding, hybrid with n=1 = 0.015369 hartree
Binding, hybrid with n=2 = 0.021894 hartree
Binding, hybrid with n=3 = 0.024069 hartree
Binding, hybrid with n=4 = 0.025156 hartree
Binding, hybrid with n=5 = 0.025809 hartree
Binding, library PBE0 = 0.025156 hartree = 0.6845 eV
Binding integrand, lam=0.25: PBE 0.013077, n=4 0.007572 hartree
Binding integrand, lam=0.50: PBE 0.020504, n=4 0.018873 hartree
Binding integrand, lam=0.75: PBE 0.025590, n=4 0.025386 hartree
Binding integrand, lam=1.00: PBE 0.029333, n=4 0.029333 hartree
Valence pair: Hartree-Fock binding = -0.000908 hartree
Valence pair: MP2 binding = 0.016706 hartree, correlation share 66.5 %
Valence pair: MP3 binding = 0.021797 hartree, correlation share 85.8 %
Valence pair: MP4 binding = 0.023915 hartree, correlation share 93.8 %
Valence pair: full binding = 0.025564 hartree = 0.6956 eV
```
